\section*{Wannier functions of a one-dimensional crystal: hopping elements and gauge freedom, part 1}

(Sections cited here and not found follow in the second part.)

\section{A ring of two cells}

Take a one-dimensional crystal with lattice constant $a$ and close it into a ring of two cells. Hartree atomic units are used, so $H=-\tfrac12\,d^2/dx^2+V(x)$ with $V(x+a)=V(x)$. A Bloch state obeys $\psi_k(x+a)=e^{ika}\psi_k(x)$. It must return to itself after two cells, so $e^{2ika}=1$, and a band contains two states. One, $\psi_0$, repeats from cell to cell and has energy $\varepsilon_0$. The other, $\psi_\pi$ with $k=\pi/a$, changes sign from cell to cell and has energy $\varepsilon_\pi$. Each is normalized to 1 over one cell and therefore to 2 over the ring. They are orthogonal on the ring, because $\psi_0^*\psi_\pi$ changes sign under $x\to x+a$ and the integrals over the two cells cancel.

Form the half-sum and the half-difference,
\begin{equation}
w_0=\tfrac12(\psi_0+\psi_\pi),\qquad w_a=\tfrac12(\psi_0-\psi_\pi).
\end{equation}
If the two states have the same sign in the first cell, $w_0$ is large there and small in the second. The norms are $\tfrac14(2+2)=1$ and the overlap is $\tfrac14(2-2)=0$. A shift gives $w_0(x-a)=\tfrac12[\psi_0(x)-\psi_\pi(x)]=w_a(x)$. Since $H$ multiplies each Bloch state by its energy and the cross terms vanish,
\begin{equation}
\langle w_0|H|w_0\rangle=\tfrac12(\varepsilon_0+\varepsilon_\pi),\qquad
\langle w_0|H|w_a\rangle=\tfrac12(\varepsilon_0-\varepsilon_\pi).
\label{two}
\end{equation}
These are the two coefficients of the discrete Fourier transform of the pair $(\varepsilon_0,\varepsilon_\pi)$. Now replace $\psi_\pi$ by $e^{i\theta}\psi_\pi$, which is an equally good eigenstate. For $\theta=\pi$ the functions $w_0$ and $w_a$ trade places, and for $\theta=\pi/2$ both have equal weight in the two cells, since $|w|^2$ then has no cross term between the real functions $\psi_0$ and $\psi_\pi$. Equation~\eqref{two} does not change, because the phase enters only through $\langle\psi_\pi|\psi_\pi\rangle$, as $e^{-i\theta}e^{i\theta}=1$.

\section{A ring of $N$ cells: two tools}

Let the ring have $N$ cells, with lattice vectors $R=na$, $n=0,\dots,N-1$, counted modulo $Na$. All inner products $\langle f|g\rangle=\int f^*g\,dx$ run over the whole ring. The condition $e^{ikNa}=1$ allows $k=2\pi j/(Na)$ with integer $j$. Values of $k$ that differ by a multiple $G$ of $2\pi/a$ give the same factor $e^{ika}$, so there are $N$ distinct values, called the mesh. For each mesh point and band index $n$ one state is chosen, with
\begin{equation}
H\psi_{nk}=\varepsilon_n(k)\psi_{nk},\qquad
\psi_{nk}(x+R)=e^{ikR}\psi_{nk}(x),\qquad
\int_{\rm cell}|\psi_{nk}|^2dx=1,
\end{equation}
and $\psi_{n,k+G}=\psi_{nk}$ is a statement about labels. Nothing is assumed about how the chosen states vary with $k$.

The first tool is a geometric series. With $R-R'=ma$ and $z=e^{2\pi i m/N}$, the sum $\sum_k e^{ik(R-R')}$ is $\sum_{j=0}^{N-1}z^j$. If $m$ is a multiple of $N$, then $z=1$ and the sum is $N$. Otherwise it is $(1-z^N)/(1-z)=0$, because $z^N=1$ and $z\neq1$. The same argument with the roles of $j$ and $n$ exchanged gives the second identity:
\begin{equation}
\sum_k e^{ik(R-R')}=N\delta_{RR'},\qquad \sum_R e^{i(k-k')R}=N\delta_{kk'}.
\label{sums}
\end{equation}
For $N=2$ these read $1+1=2$ and $1-1=0$.

The second tool is the overlap of Bloch states. Every point of the ring is $x+R$ with $x$ in the home cell, so
\begin{align}
\langle\psi_{nk}|\psi_{mk'}\rangle
&=\sum_R\int_{\rm cell}\psi_{nk}^*(x+R)\,\psi_{mk'}(x+R)\,dx\nonumber\\
&=\sum_R e^{i(k'-k)R}\int_{\rm cell}\psi_{nk}^*\psi_{mk'}\,dx
=N\delta_{kk'}\delta_{nm}.
\label{bloch}
\end{align}
The factor $N\delta_{kk'}$ is Eq.~\eqref{sums}. At equal $k$ the ring integral is $N$ times the cell integral. $H$ is Hermitian on the ring, because boundary terms cancel for periodic functions, so states of different energy are orthogonal, and degenerate states at the same $k$ are chosen orthogonal.

\section{Definition, orthonormality, translation}

The Wannier function of band $n$ at site $R$ is
\begin{equation}
w_{nR}(x)=\frac1N\sum_k e^{-ikR}\,\psi_{nk}(x).
\label{def}
\end{equation}
The factor is $1/N$ because the Bloch states have norm 1 per cell. With states normalized to 1 over the ring, each is smaller by $\sqrt N$ and the factor is $1/\sqrt N$. The sum contains the full Bloch function. The cell-periodic part $u_{nk}=e^{-ikx}\psi_{nk}$ cannot take its place, since any sum of such functions is itself periodic and is localized nowhere.

To invert Eq.~\eqref{def}, multiply by $e^{ik'R}$, sum over $R$ and use Eq.~\eqref{sums}:
\begin{equation}
\sum_R e^{ik'R}w_{nR}=\frac1N\sum_k\psi_{nk}\sum_R e^{i(k'-k)R}=\psi_{nk'}.
\label{inv}
\end{equation}
The $N$ Wannier functions thus span the same space as the $N$ Bloch states of the band.

For the overlap, the bra carries the conjugate phase $e^{+ikR}$. Equation~\eqref{bloch} removes one sum and Eq.~\eqref{sums} the other:
\begin{align}
\langle w_{nR}|w_{mR'}\rangle
&=\frac1{N^2}\sum_{k,k'}e^{ikR}e^{-ik'R'}\,N\delta_{kk'}\delta_{nm}\nonumber\\
&=\frac{\delta_{nm}}{N}\sum_k e^{ik(R-R')}=\delta_{nm}\delta_{RR'}.
\label{ortho}
\end{align}
Neighbouring Wannier functions generally overlap in space, and the zero then comes from cancellation between regions of opposite sign or phase.

For the translation, the Bloch condition with $-R$ reads $\psi_{nk}(x-R)=e^{-ikR}\psi_{nk}(x)$. The phase in the definition is exactly this factor, so
\begin{equation}
w_{nR}(x)=\frac1N\sum_k\psi_{nk}(x-R)=w_{n0}(x-R).
\label{trans}
\end{equation}
One function per band, copied to every site, is the whole basis. Had the definition used $e^{+ikR}$, the function labelled $R$ would be the copy shifted to $-R$. The label records a shift relative to $w_{n0}$ and does not say where $w_{n0}$ itself lies. For $N=2$, Eqs.~\eqref{def} to \eqref{trans} reduce to the statements of the first section.

\section{Matrix elements of the Hamiltonian}

Acting on Eq.~\eqref{def}, $H$ puts the energy under the sum, $Hw_{mR'}=N^{-1}\sum_{k'}e^{-ik'R'}\varepsilon_m(k')\psi_{mk'}$. This is a multiple of $w_{mR'}$ only if $\varepsilon_m$ does not depend on $k$, so a Wannier function is in general no eigenstate. The step that gave Eq.~\eqref{ortho} now gives
\begin{align}
\langle w_{nR}|H|w_{mR'}\rangle
&=\frac1{N^2}\sum_{k,k'}e^{ikR}e^{-ik'R'}\varepsilon_m(k')\,N\delta_{kk'}\delta_{nm}
=\delta_{nm}\,t_n(R'-R),\\
t_n(R)&\equiv\langle w_{n0}|H|w_{nR}\rangle=\frac1N\sum_k e^{-ikR}\varepsilon_n(k).
\label{t}
\end{align}
Multiplying by $e^{ik'R}$, summing over $R$ and using Eq.~\eqref{sums} inverts this:
\begin{equation}
\sum_R t_n(R)e^{ik'R}=\frac1N\sum_k\varepsilon_n(k)\,N\delta_{kk'}=\varepsilon_n(k').
\label{series}
\end{equation}
The on-site and hopping elements are the Fourier coefficients of the band energy. Equation~\eqref{series} has the form of a tight-binding dispersion, and on the mesh it is exact when all $R$ are kept.

Three properties follow from Eq.~\eqref{t}. The on-site element $t_n(0)$ is the average energy of the band. Since $\varepsilon_n$ is real, conjugation gives $t_n(-R)=t_n(R)^*$. If $H$ is real, $\psi_{nk}^*$ is an eigenstate with the same energy and Bloch factor $e^{-ikR}$, so $\varepsilon_n(-k)=\varepsilon_n(k)$ for bands numbered in order of energy; replacing $k$ by $-k$ in Eq.~\eqref{t} then gives $t_n(-R)=t_n(R)$, and $t_n$ is real and even. As a limit, a flat band $\varepsilon_n(k)=\varepsilon$ has $t_n(R)=\varepsilon\,\delta_{R0}$, so there is no hopping between the Wannier functions of that band. Isolated atoms approach this limit, and in tight-binding models with a finite set of hoppings a band can also be flat because hopping paths cancel. For the one-dimensional $H$ used here no band is exactly flat: at a given energy the Schr\"odinger equation has only two independent solutions, so that energy can occur at no more than two values of $k$ in the zone.

\section{The gauge of a single band}

The conditions on $\psi_k$ (the band index is dropped) leave a phase free at each $k$. A change $\tilde\psi_k=e^{i\theta(k)}\psi_k$ with real $\theta$ is called a change of gauge. The new states obey the same eigenvalue equation and Bloch condition, and
\begin{equation}
\langle\tilde\psi_k|\tilde\psi_{k'}\rangle=e^{-i\theta(k)}e^{i\theta(k')}N\delta_{kk'}=N\delta_{kk'}.
\end{equation}
These three facts are all that Eqs.~\eqref{inv} to \eqref{series} used, so those equations hold for the new functions $\tilde w_R$, with the same $t(R)$. This is so for arbitrary numbers $\theta(k)$, smooth in $k$ or not.

The functions themselves do change. Inserting Eq.~\eqref{inv} into the definition gives
\begin{equation}
\tilde w_0=\frac1N\sum_k e^{i\theta(k)}\sum_R e^{ikR}w_R=\sum_R c(R)\,w_R,\qquad
c(R)=\frac1N\sum_k e^{i\theta(k)+ikR}.
\label{conv}
\end{equation}
For constant $\theta$, $c(R)=e^{i\theta}\delta_{R0}$, an overall phase. For $\theta=ka$, Eq.~\eqref{sums} gives $c(R)=\delta_{R,-a}$, so $\tilde w_0=w_{-a}$ and all labels shift by one cell. For $\theta=\alpha\sin ka$, use the expansion $e^{i\alpha\sin\varphi}=\sum_m J_m(\alpha)e^{im\varphi}$, which can serve as the definition of the Bessel functions $J_m$. Then $c(na)=\sum_m J_m\,N^{-1}\sum_k e^{ika(m+n)}$ is the sum of $J_m(\alpha)$ over all $m\equiv-n$ modulo $N$, which for large $N$ is $J_{-n}(\alpha)$. The left side of the expansion is unchanged by $\varphi\to\pi-\varphi$, which gives $J_{-m}=(-1)^mJ_m$, and unchanged by $\varphi\to-\varphi$ combined with conjugation, which makes $J_m$ real.

The invariance of $t(R)$ rests on $H$ connecting only equal $k$. The position $x$ does not commute with lattice translations, so this argument does not protect the centre and the width of a Wannier function. One case can be followed through. Count $x$ and $R$ from $-Na/2$ to $Na/2$, suppose $w_0$ is real, even and negligible far from the origin and $c(R)$ is negligible near $|R|=Na/2$, and let $X_p(d)=\int w_0(x)\,x^p\,w_0(x-d)\,dx$. The substitution $x\to d-x$ and evenness give $X_1(d)=\int w_0(x-d)(d-x)w_0(x)\,dx=d\,\delta_{d0}-X_1(d)$, so $X_1(d)=0$ for every lattice vector $d$. Shifting $x\to x+R$ then gives $\langle w_R|x|w_{R'}\rangle=R\,\delta_{RR'}$ and $\langle w_R|x^2|w_{R'}\rangle=X_2(R'-R)+R^2\delta_{RR'}$. Orthonormality of the $\tilde w$ means $\sum_R c(R)^*c(R+d)=\delta_{d0}$. Hence
\begin{equation}
\langle x\rangle_{\tilde w_0}=\sum_R R|c(R)|^2,\qquad
\langle x^2\rangle_{\tilde w_0}=X_2(0)+\sum_R R^2|c(R)|^2 .
\end{equation}
If $e^{i\theta(k)}$ is smooth and periodic in $k$, then for large $N$ an integration by parts shows that $R\,c(R)$ is the coefficient obtained from $-\theta'(k)e^{i\theta(k)}$ in place of $e^{i\theta(k)}$. The centre is therefore the zone average of $-\theta'(k)$, which is $-\ell a$ when $\theta$ grows by $2\pi\ell$ across the zone, with integer $\ell$. Such a gauge moves the centre only by whole lattice vectors, while the width can change continuously. For the sine gauge the centre stays at zero because $J_{-n}^2=J_n^2$. Differentiating the Bessel expansion gives $i\alpha\cos\varphi\,e^{i\alpha\sin\varphi}=\sum_m imJ_me^{im\varphi}$, and the average of the squared modulus over $\varphi$ gives $\alpha^2/2=\sum_m m^2J_m^2$. With $\sigma$ the root-mean-square width,
\begin{equation}
\tilde\sigma^2=\sigma^2+\tfrac12\alpha^2a^2 .
\label{width}
\end{equation}

On a ring of $N$ cells, the Wannier functions of a band are orthonormal translated copies of one function, and their Hamiltonian matrix elements are the Fourier coefficients of the band energy, unchanged by the choice of phases even though the functions themselves change. What remains is the infinite chain and its free-electron limit, the mixing of several bands, the sign of the exponent, and a worked numerical example.
